**Two coupled sheets: four-probe resistance against resistor networks**

For equally spaced collinear probes on the top sheet, the program examines \(R=(R_p/\pi)\{\ln2+(R_T/R_B)[K_0(x/\lambda)-K_0(2x/\lambda)]\}\). Here \(x\) is the probe spacing, \(R_T\) and \(R_B\) are the top and bottom sheet resistances, \(R_p\) is their parallel value, \(RA\) is the barrier resistance-area product (written \(\eta\) in the text), and \(\lambda=\sqrt{RA/(R_T+R_B)}\). A radial resistor network, built from current balance without Bessel functions, is used to assert the potentials of both sheets, the buried current, the readings, both spacing limits, the steady fall with spacing, and the sensitivity to \(RA\) with its peak. A periodic two-layer square lattice is used to assert the general four-probe formula for equal, unequal and square layouts. The largest relative deviation of the radial-network readings from the formula is about \(10^{-6}\), and the lattice agrees within its asserted tolerance of 0.3 %. A fit to noise-free network readings recovers \(R_T\), \(R_B\) and \(RA\) together. The program also asserts that the relative change in the reading stays below that of the barrier at the listed spacings; this holds for the chosen parameters and is not a general bound.

## Numerical verification

```python
# Result under test: four-probe resistance of two conducting sheets coupled by
# a tunnel barrier, all probes on the top sheet. For equal collinear spacing x:
#   R = (Rp/pi) * { ln 2 + (RT/RB) * [K0(x/lam) - K0(2x/lam)] }
# RT, RB : top and bottom sheet resistance (ohm); Rp = RT*RB/(RT+RB)
# RA     : barrier resistance-area product (ohm um^2)
# lam    : transfer length sqrt(RA/(RT+RB)) (um); K0, K1: modified Bessel functions
# Independent side: resistor networks obeying current balance, without Bessel functions.
import numpy as np
from scipy.special import k0, k1
from scipy.optimize import brentq, least_squares
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import spsolve

RT, RB = 20.0, 5.0
RA_low, RA_high = 100.0, 200.0
Rp = RT * RB / (RT + RB)


def transfer_length(ra, rt=RT, rb=RB):
    return np.sqrt(ra / (rt + rb))


def resistance_equal(x, ra, rt=RT, rb=RB):
    z = x / transfer_length(ra, rt, rb)
    rp = rt * rb / (rt + rb)
    return rp / np.pi * (np.log(2) + rt / rb * (k0(z) - k0(2 * z)))


def resistance_general(a, b, c, d, ra):
    lam = transfer_length(ra)
    bessel = k0(a / lam) - k0(b / lam) - k0(c / lam) + k0(d / lam)
    return Rp / (2 * np.pi) * (np.log(b * c / (a * d)) + RT / RB * bessel)


def sensitivity(x, ra):
    """Derivative of R with respect to ln(RA), in ohm."""
    z = x / transfer_length(ra)
    return Rp * RT / (2 * np.pi * RB) * (z * k1(z) - 2 * z * k1(2 * z))


# Radial network: unit current enters the top sheet at the centre and leaves
# at a distant grounded rim. Nodes are equally spaced in log2(r).
per_octave = 200
r_inner, octaves = 2.0**-12, 19
n_nodes = per_octave * octaves
step = np.log(2) / per_octave
radius = r_inner * np.exp(step * np.arange(n_nodes))
r_rim = r_inner * 2.0**octaves


def radial_network(ra):
    main = np.full(n_nodes, 2.0)
    main[0] = 1.0
    off = -np.ones(n_nodes - 1)
    lateral = diags([off, main, off], [-1, 0, 1]) * (2 * np.pi / step)
    area = np.pi * radius**2 * (np.exp(step) - np.exp(-step))
    area[0] = np.pi * radius[0]**2 * np.exp(step)
    barrier = diags(area / ra)
    matrix = bmat([[lateral / RT + barrier, -barrier],
                   [-barrier, lateral / RB + barrier]], format="csc")
    current = np.zeros(2 * n_nodes)
    current[0] = 1.0
    v = spsolve(matrix, current)
    return v[:n_nodes], v[n_nodes:]


def node(x):
    return int(round(np.log2(x / r_inner) * per_octave))


def network_readings(v_top):
    """Source and sink contribute equally, hence the factor 2."""
    return 2 * (v_top[:-per_octave] - v_top[per_octave:])


lam_low, lam_high = transfer_length(RA_low), transfer_length(RA_high)
top_low, bottom_low = radial_network(RA_low)
top_high, _ = radial_network(RA_high)
net_low, net_high = network_readings(top_low), network_readings(top_high)
spacings = np.array([0.5, 1, 2, 4, 8, 16, 32.0])
idx = np.array([node(x) for x in spacings])

# Potentials of both sheets
r_test = radius[idx]
log_part = np.log(r_rim / r_test)
top_formula = Rp / (2 * np.pi) * (log_part + RT / RB * k0(r_test / lam_low))
bottom_formula = Rp / (2 * np.pi) * (log_part - k0(r_test / lam_low))
assert np.allclose(top_low[idx], top_formula, rtol=2e-4)
assert np.allclose(bottom_low[idx], bottom_formula, rtol=2e-4)

# Current carried by the bottom sheet
r_mid = radius[:-1] * np.exp(step / 2)
share_net = (bottom_low[:-1] - bottom_low[1:]) * 2 * np.pi / (RB * step)
share_formula = RT / (RT + RB) * (1 - r_mid / lam_low * k1(r_mid / lam_low))
assert np.max(np.abs(share_net - share_formula)) < 1e-3

# Equal-spacing readings and magnetoresistance
R_low = resistance_equal(spacings, RA_low)
R_high = resistance_equal(spacings, RA_high)
dev_radial = max(np.max(np.abs(net_low[idx] / R_low - 1)),
                 np.max(np.abs(net_high[idx] / R_high - 1)))
assert dev_radial < 2e-4
mr = R_high / R_low - 1
mr_net = net_high[idx] / net_low[idx] - 1
assert np.max(np.abs(mr - mr_net)) < 4e-4
assert np.all(mr_net < RA_high / RA_low - 1)

# Short-spacing correction and long-spacing tail, against the network
x_short, x_long = 2.0**-4, 16.0
z = x_short / lam_low
bracket = 0.75 * (1 - np.euler_gamma - np.log(z / 2)) - np.log(2)
drop_formula = Rp * RT / (np.pi * RB) * z**2 * bracket
drop_net = RT * np.log(2) / np.pi - net_low[node(x_short)]
assert abs(drop_net / drop_formula - 1) < 5e-3
z = x_long / lam_low
tail_formula = Rp * RT / (np.pi * RB) * np.sqrt(np.pi / (2 * z)) * np.exp(-z)
tail_net = net_low[node(x_long)] - Rp * np.log(2) / np.pi
# the first omitted term of the large-argument series is about 1/(8z)
assert abs(tail_net / tail_formula - 1) < 0.03

# Reading falls steadily with spacing
assert np.all(np.diff(net_low[node(0.0625):node(16.0)]) < 0)

# Sensitivity to RA and its peak, by differencing two network solutions
plus = network_readings(radial_network(1.01 * RA_low)[0])
minus = network_readings(radial_network(0.99 * RA_low)[0])
D_net = (plus - minus) / np.log(1.01 / 0.99)
D_low = sensitivity(spacings, RA_low)
z_peak = brentq(lambda s: k0(s) - 4 * k0(2 * s), 0.1, 5.0)
x_peak = z_peak * lam_low
D_peak = sensitivity(x_peak, RA_low)
assert np.max(np.abs(D_net[idx] - D_low)) < 1e-3 * D_peak
x_peak_net = radius[np.argmax(D_net)]
assert abs(x_peak_net / x_peak - 1) < 0.01

# Periodic two-layer square lattice, solved mode by mode from Kirchhoff's law
cells, pitch = 2048, 0.125
kx = 2 * np.pi * np.fft.fftfreq(cells)[:, None]
ky = 2 * np.pi * np.fft.rfftfreq(cells)[None, :]
lap = 4 * np.sin(kx / 2)**2 + 4 * np.sin(ky / 2)**2
lap[0, 0] = 1.0
g_bar = pitch**2 / RA_low
det = (lap / RT + g_bar) * (lap / RB + g_bar) - g_bar**2
mode = (lap / RB + g_bar) / det
mode[0, 0] = 0.0  # source and sink together carry no net current
green = np.fft.irfft2(mode, s=(cells, cells))

# Probe positions in cells, in the order I+, V+, V-, I-
layouts = {
    "equal": [(0, 0), (16, 0), (32, 0), (48, 0)],
    "unequal": [(0, 0), (12, 0), (40, 0), (60, 0)],
    "square": [(0, 0), (24, 0), (24, 24), (0, 24)],
}
lattice_results = {}
for name, (src, vp, vm, snk) in layouts.items():
    pairs = [(src, vp), (src, vm), (snk, vp), (snk, vm)]
    shifts = [(abs(p[0] - q[0]), abs(p[1] - q[1])) for p, q in pairs]
    ga, gb, gc, gd = [green[s] for s in shifts]
    dist = [pitch * np.hypot(*s) for s in shifts]
    R_lattice = ga - gb - gc + gd
    R_formula = resistance_general(*dist, RA_low)
    assert abs(R_lattice / R_formula - 1) < 3e-3, name
    lattice_results[name] = (R_lattice, R_formula)

# Recover all three parameters from simulated network readings
readings = net_low[idx]


def misfit(log_par):
    rt, rb, ra = np.exp(log_par)
    return resistance_equal(spacings, ra, rt, rb) / readings - 1


fit = least_squares(misfit, np.log([10.0, 10.0, 50.0]),
                    xtol=1e-13, ftol=1e-13, gtol=1e-13)
rt_fit, rb_fit, ra_fit = np.exp(fit.x)
assert np.allclose([rt_fit, rb_fit, ra_fit], [RT, RB, RA_low], rtol=3e-3)

x0 = 2.0
z0 = x0 / lam_low
log_term = Rp / np.pi * np.log(2)
bessel_term = Rp / np.pi * RT / RB * (k0(z0) - k0(2 * z0))
share_at_lam = RT / (RT + RB) * (1 - k1(1.0))
print(f"Top sheet resistance RT = {RT:.1f} ohm")
print(f"Bottom sheet resistance RB = {RB:.1f} ohm")
print(f"Parallel sheet resistance Rp = {Rp:.3f} ohm")
print(f"RA low, high = {RA_low:.1f}, {RA_high:.1f} ohm um^2")
print(f"Barrier resistance change = {100*(RA_high/RA_low-1):.1f} %")
print(f"Transfer length low, high = {lam_low:.4f}, {lam_high:.4f} um")
print(f"Short-spacing limit RT ln2/pi = {RT*np.log(2)/np.pi:.4f} ohm")
print(f"Long-spacing limit Rp ln2/pi = {log_term:.4f} ohm")
print(f"Example spacing x = {x0:.1f} um, x/lam = {z0:.4f} (low state)")
print(f"K0(x/lam) = {k0(z0):.5f}, K0(2x/lam) = {k0(2*z0):.5f}")
print(f"Logarithmic term = {log_term:.4f} ohm")
print(f"Bessel term = {bessel_term:.4f} ohm")
print(f"Sum R = {log_term+bessel_term:.4f} ohm")
print(f"Bottom current share at r = lam: {100*share_at_lam:.2f} %")
print(f"Bottom current share far away: {100*RT/(RT+RB):.2f} %")
print("x (um) | R low (ohm) | R high (ohm) | MR_cip (%) | network R low (ohm)")
for j, x in enumerate(spacings):
    print(f"{x:5.1f} | {R_low[j]:.4f} | {R_high[j]:.4f} | "
          f"{100*mr[j]:.3f} | {readings[j]:.4f}")
print("x (um) | D = dR/dln(RA) (ohm) | error factor R/D (low state)")
for j, x in enumerate(spacings[:-1]):
    print(f"{x:5.1f} | {D_low[j]:.5f} | {R_low[j]/D_low[j]:.2f}")
print(f"Peak of D at x/lam = {z_peak:.4f}, x = {x_peak:.4f} um")
print(f"Network peak position = {x_peak_net:.3f} um")
print(f"Peak value of D = {D_peak:.4f} ohm")
print(f"Largest relative deviation, radial network = {dev_radial:.1e}")
for name, (R_lattice, R_formula) in lattice_results.items():
    print(f"Layout {name}: lattice {R_lattice:.4f}, formula {R_formula:.4f} ohm")
print(f"Fitted RT = {rt_fit:.3f} ohm, RB = {rb_fit:.3f} ohm")
print(f"Fitted RA = {ra_fit:.2f} ohm um^2")
print("verified")
```

Output:

```
Top sheet resistance RT = 20.0 ohm
Bottom sheet resistance RB = 5.0 ohm
Parallel sheet resistance Rp = 4.000 ohm
RA low, high = 100.0, 200.0 ohm um^2
Barrier resistance change = 100.0 %
Transfer length low, high = 2.0000, 2.8284 um
Short-spacing limit RT ln2/pi = 4.4127 ohm
Long-spacing limit Rp ln2/pi = 0.8825 ohm
Example spacing x = 2.0 um, x/lam = 1.0000 (low state)
K0(x/lam) = 0.42102, K0(2x/lam) = 0.11389
Logarithmic term = 0.8825 ohm
Bessel term = 1.5642 ohm
Sum R = 2.4467 ohm
Bottom current share at r = lam: 31.85 %
Bottom current share far away: 80.00 %
x (um) | R low (ohm) | R high (ohm) | MR_cip (%) | network R low (ohm)
  0.5 | 4.0253 | 4.1799 | 3.840 | 4.0253
  1.0 | 3.4463 | 3.7884 | 9.925 | 3.4463
  2.0 | 2.4467 | 2.9909 | 22.238 | 2.4467
  4.0 | 1.4058 | 1.8846 | 34.061 | 1.4058
  8.0 | 0.9386 | 1.0893 | 16.047 | 0.9386
 16.0 | 0.8833 | 0.8917 | 0.953 | 0.8833
 32.0 | 0.8825 | 0.8826 | 0.003 | 0.8825
x (um) | D = dR/dln(RA) (ohm) | error factor R/D (low state)
  0.5 | 0.27638 | 14.56
  1.0 | 0.57630 | 5.98
  2.0 | 0.82041 | 2.98
  4.0 | 0.58518 | 2.40
  8.0 | 0.12399 | 7.57
 16.0 | 0.00316 | 279.20
Peak of D at x/lam = 1.0769, x = 2.1539 um
Network peak position = 2.151 um
Peak value of D = 0.8237 ohm
Largest relative deviation, radial network = 1.2e-06
Layout equal: lattice 2.4473, formula 2.4467 ohm
Layout unequal: lattice 3.3899, formula 3.3893 ohm
Layout square: lattice 1.0306, formula 1.0300 ohm
Fitted RT = 20.000 ohm, RB = 5.000 ohm
Fitted RA = 100.00 ohm um^2
verified
```
